**Surface-diffusion stability of a cylinder: modal rates from the full surface geometry**

The program tests the rate $\sigma=-(B/R^4)(q^2+m^2)(q^2+m^2-1)$ of a perturbation $\cos(m\theta)\cos(kz)$ on an isotropic cylinder of radius $R$, where $q=kR$ and $B$ is the surface-diffusion coefficient multiplying the surface Laplacian of curvature. It computes curvature and surface Laplacian from the metric of the deformed surface and asserts the rates for $m=0$ to 4 at six values of $q$; the largest scaled error is $5\times10^{-8}$. Among these cases, growth is found only for $m=0$ with $0<q<1$. A cylinder displaced by $0.3R$ is asserted to be stationary, with a residual speed of $4\times10^{-11}\,B/R^3$ on 41 points. Further assertions cover the excess area at fixed volume, the fastest mode at $q=1/\sqrt2$, and the nonlinear evolution of a small mixture of four modes, whose amplitude factors agree with linear theory within $2\times10^{-3}$. The common Gibbs–Thomson rate factor and the cutoff shift caused by axial anisotropy are also asserted. For a bare copper wire of radius 20 nm at 673 K, with rough parameters, the output gives a fastest wavelength of 178 nm and an e-fold time of 30 s.

## Verification by program

```python
"""Surface-diffusion stability of an isotropic solid cylinder.

Result under test: a perturbation cos(m theta) cos(k z) of a cylinder of
radius R changes at the rate
    sigma = -(B/R^4) (q^2 + m^2) (q^2 + m^2 - 1),   q = k R,
so only m = 0 with 0 < q < 1 grows; m = 1, q = 0 is a neutral translation.
B = D_s gamma Omega^2 nu / (k_B T): D_s surface diffusivity, gamma surface
energy, Omega atomic volume, nu surface atom density, T temperature.
The tests use R = 1 and B = 1 and the full geometry of the deformed surface.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar


def derivative_matrix(n):
    """Spectral derivative on n (odd) equally spaced points of a 2 pi period."""
    orders = np.fft.fftfreq(n, 1.0 / n)
    transformed = np.fft.fft(np.eye(n), axis=0)
    return np.real(np.fft.ifft(1j * orders[:, None] * transformed, axis=0))


DERIVATIVE = {n: derivative_matrix(n) for n in (13, 21, 41)}


def angles(n):
    return 2 * np.pi * np.arange(n) / n


def mode_shape(m, q, n):
    """cos(m theta) cos(k z); rows are theta, columns are the phase k z."""
    axial = np.cos(angles(n)) if q > 0 else np.ones(n)
    return np.outer(np.cos(m * angles(n)), axial)


def metric(r, q):
    """Position derivatives and metric of the surface r(theta, z)."""
    n = r.shape[0]
    d = DERIVATIVE[n]
    theta = angles(n)[:, None]
    x, y = r * np.cos(theta), r * np.sin(theta)
    along_theta = np.array([d @ x, d @ y, np.zeros_like(r)])
    along_z = np.array([q * x @ d.T, q * y @ d.T, np.ones_like(r)])
    e = np.sum(along_theta**2, axis=0)
    f = np.sum(along_theta * along_z, axis=0)
    g = np.sum(along_z**2, axis=0)
    return along_theta, along_z, e, f, g, np.sqrt(e * g - f * f)


def radial_velocity(r, q, gibbs=0.0):
    """Nonlinear dr/dt; gibbs > 0 keeps the exponential adatom density."""
    n = r.shape[0]
    d = DERIVATIVE[n]
    theta = angles(n)[:, None]
    along_theta, along_z, e, f, g, root = metric(r, q)

    def surface_laplacian(u_theta, u_z):
        flux_theta = (g * u_theta - f * u_z) / root
        flux_z = (e * u_z - f * u_theta) / root
        return (d @ flux_theta + q * flux_z @ d.T) / root

    normal = np.cross(along_theta, along_z, axis=0) / root
    curvature = -sum(normal[i] * surface_laplacian(along_theta[i], along_z[i])
                     for i in range(3))
    drive = np.exp(gibbs * curvature) / gibbs if gibbs > 0 else curvature
    normal_velocity = surface_laplacian(d @ drive, q * drive @ d.T)
    radial_part = normal[0] * np.cos(theta) + normal[1] * np.sin(theta)
    return normal_velocity / radial_part


def measured_rate(m, q, gibbs=0.0, step=1e-4):
    """Modal rate and departure from an eigenmode, by finite differences."""
    shape = mode_shape(m, q, 21)
    response = (radial_velocity(1 + step * shape, q, gibbs)
                - radial_velocity(1 - step * shape, q, gibbs)) / (2 * step)
    rate = np.sum(response * shape) / np.sum(shape**2)
    return rate, np.max(np.abs(response - rate * shape))


def formula_rate(m, q):
    s = q * q + m * m
    return -s * (s - 1)


# Modal rates, eigenmode property and signs from the full geometry
worst_rate_error = 0.0
for m in range(5):
    for q in (0.0, 0.3, 0.7, 1.0, 1.3, 2.0):
        rate, residual = measured_rate(m, q)
        scale = 1 + abs(formula_rate(m, q))
        error = abs(rate - formula_rate(m, q)) / scale
        worst_rate_error = max(worst_rate_error, error)
        assert error < 1e-5 and residual / scale < 1e-5
        assert (rate > 1e-4) == (m == 0 and 0 < q < 1)


# A finite translation is stationary; an m = 2 distortion is not
def shifted_cylinder_speed(n, shift=0.3):
    """Largest |dr/dt| of a displaced cylinder; n points resolve the outline."""
    theta = angles(n)
    outline = shift * np.cos(theta) + np.sqrt(1 - shift**2 * np.sin(theta)**2)
    return np.max(np.abs(radial_velocity(np.outer(outline, np.ones(n)), 0.0)))


coarse_shifted_speed = shifted_cylinder_speed(21)
shifted_speed = shifted_cylinder_speed(41)
oval_speed = np.max(np.abs(radial_velocity(
    1 + 0.05 * mode_shape(2, 0.0, 21), 0.0)))
assert shifted_speed < 1e-7
assert oval_speed > 0.1

# Excess area at fixed volume
for m in range(4):
    for q in (0.0, 0.4, 1.0, 1.5):
        if m == 0 and q == 0:
            continue
        deviation = 1e-3 * mode_shape(m, q, 21)
        mean_square = np.mean(deviation**2)
        r = np.sqrt(1 - mean_square) + deviation
        assert abs(np.mean(r**2) - 1) < 1e-13
        excess = 2 * np.pi * (np.mean(metric(r, q)[-1]) - 1)
        predicted = np.pi * mean_square * (q * q + m * m - 1)
        assert abs(excess - predicted) < 1e-4 * np.pi * mean_square

# Fastest axisymmetric mode by maximizing the measured rate
best = minimize_scalar(lambda q: -measured_rate(0, q)[0],
                       bounds=(0.2, 0.95), method="bounded")
assert abs(best.x - 1 / np.sqrt(2)) < 3e-3
assert abs(-best.fun - 0.25) < 1e-5

# Nonlinear evolution of a mixture, fourth-order Runge-Kutta
q_mix, start, duration, steps = 1 / np.sqrt(2), 1e-4, 0.2, 400
mixture = [(0, q_mix), (1, q_mix), (2, q_mix), (1, 0.0)]
shapes = [mode_shape(m, q, 13) for m, q in mixture]
r = 1 + start * sum(shapes)
dt = duration / steps
for _ in range(steps):
    k1 = radial_velocity(r, q_mix)
    k2 = radial_velocity(r + dt * k1 / 2, q_mix)
    k3 = radial_velocity(r + dt * k2 / 2, q_mix)
    k4 = radial_velocity(r + dt * k3, q_mix)
    r = r + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
evolved = [np.sum((r - 1) * s) / np.sum(s**2) / start for s in shapes]
expected = [np.exp(formula_rate(m, q) * duration) for m, q in mixture]
# quadratic mode coupling is of relative order start = 1e-4
assert np.max(np.abs(np.array(evolved) - expected)) < 2e-3

# Copper wire: rough typical parameters, SI units inside
k_b, charge = constants.k, constants.e
radius, temperature, use_temperature = 20e-9, 673.0, 378.0
gamma, gamma_boundary = 1.7, 0.6
lattice_constant = 0.3615e-9
omega = lattice_constant**3 / 4
nu = omega**(-2 / 3)
surface_d0, surface_energy_ev = 1e-7, 0.85
lattice_d0, lattice_energy_ev = 2e-5, 2.05


def arrhenius(prefactor, energy_ev, t):
    return prefactor * np.exp(-energy_ev * charge / (k_b * t))


def mullins_coefficient(t):
    diffusivity = arrhenius(surface_d0, surface_energy_ev, t)
    return diffusivity * gamma * omega**2 * nu / (k_b * t)


d_surface = arrhenius(surface_d0, surface_energy_ev, temperature)
d_lattice = arrhenius(lattice_d0, lattice_energy_ev, temperature)
b = mullins_coefficient(temperature)
unit_rate = b / radius**4
fastest_wavelength = 2 * np.pi * np.sqrt(2) * radius
fastest_rate = unit_rate / 4
long_wavelength = 2000e-9
q_long = 2 * np.pi * radius / long_wavelength

# Exponential Gibbs-Thomson density multiplies every rate by one factor
gibbs = gamma * omega / (radius * k_b * temperature)
for m, q in ((0, 0.6), (1, 0.6), (2, 0.6)):
    ratio = measured_rate(m, q, gibbs)[0] / measured_rate(m, q)[0]
    assert abs(ratio - np.exp(gibbs)) < 1e-4

# Axial stiffness anisotropy: energy changes sign at q = (1 + s)^(-1/2),
# s = gamma''/gamma with respect to the tilt angle of the profile
anisotropy = 0.15


def anisotropic_excess(q, s):
    phase = angles(101)
    amplitude = 1e-3
    profile = np.sqrt(1 - amplitude**2 / 2) + amplitude * np.cos(phase)
    slope = -amplitude * q * np.sin(phase)
    energy = 1 + s * np.arctan(slope)**2 / 2
    return np.mean(profile * np.sqrt(1 + slope**2) * energy) - 1


cutoffs = []
for s in (-anisotropy, anisotropy):
    q_cut = 1 / np.sqrt(1 + s)
    assert anisotropic_excess(0.99 * q_cut, s) < 0
    assert anisotropic_excess(1.01 * q_cut, s) > 0
    cutoffs.append(2 * np.pi * radius / q_cut)

conductance_ratio = (d_lattice * np.pi * radius**2 / omega) / (
    d_surface * nu * 2 * np.pi * radius)
groove_angle = np.arcsin(gamma_boundary / (2 * gamma))
amplitude = 0.2e-9
wave_slope = amplitude * 2 * np.pi / fastest_wavelength
use_time = 4 * radius**4 / mullins_coefficient(use_temperature)

print(f"Largest scaled error of modal rates: {worst_rate_error:.1e}")
print(f"Speed, cylinder shifted 0.3 R, 41 points: {shifted_speed:.1e} B/R^3")
print(f"Same with 21 points (too coarse): {coarse_shifted_speed:.1e} B/R^3")
print(f"Speed of oval, m=2 amplitude 0.05 R: {oval_speed:.3f} B/R^3")
print(f"Measured fastest q: {best.x:.3f}; rate: {-best.fun:.4f} B/R^4")
print(f"Mixture: time {duration:.1f} R^4/B, start amplitude {start:.0e} R")
for (m, q), got, want in zip(mixture, evolved, expected):
    print(f"  m={m}, q={q:.4f}: factor {got:.4f}, linear theory {want:.4f}")
print(f"Copper wire radius: {radius*1e9:.1f} nm")
print(f"Anneal temperature: {temperature:.0f} K")
print(f"Surface energy (rough): {gamma:.2f} J/m^2")
print(f"Lattice constant: {lattice_constant*1e9:.4f} nm")
print(f"Atomic volume: {omega*1e27:.5f} nm^3")
print(f"Surface atom density Omega^(-2/3): {nu*1e-18:.2f} nm^-2")
print(f"Surface diffusion prefactor (rough): {surface_d0*1e4:.1e} cm^2/s")
print(f"Surface activation energy (rough): {surface_energy_ev:.2f} eV")
print(f"Thermal energy k_B T: {k_b*temperature/charge:.5f} eV")
print(f"Surface diffusivity: {d_surface*1e4:.3e} cm^2/s")
print(f"Coefficient B: {b*1e36:.3e} nm^4/s")
print(f"Unit rate B/R^4: {unit_rate:.4f} 1/s")
print(f"Cutoff wavelength 2 pi R: {2*np.pi*radius*1e9:.1f} nm")
print(f"Fastest wavelength: {fastest_wavelength*1e9:.1f} nm")
for m in range(3):
    rate = unit_rate * formula_rate(m, 1 / np.sqrt(2))
    print(f"  m={m} there: rate {rate:+.4f} 1/s, e-fold {1/abs(rate):.2f} s")
print(f"Time for tenfold growth: {np.log(10)/fastest_rate:.1f} s")
print(f"Long wavelength: {long_wavelength*1e9:.0f} nm, q = {q_long:.5f}")
for m in range(2):
    rate = unit_rate * formula_rate(m, q_long)
    print(f"  m={m} there: rate {rate:+.3e} 1/s, e-fold {1/abs(rate):.0f} s")
print(f"Gibbs-Thomson exponent: {gibbs:.4f}")
print(f"Common rate factor from it: {np.exp(gibbs):.4f}")
print(f"Stiffness anisotropy gamma''/gamma (rough): +/-{anisotropy:.2f}")
print(f"Cutoff for -: {cutoffs[0]*1e9:.1f} nm; +: {cutoffs[1]*1e9:.1f} nm")
print(f"Lattice diffusion prefactor (rough): {lattice_d0*1e4:.2f} cm^2/s")
print(f"Lattice activation energy (rough): {lattice_energy_ev:.2f} eV")
print(f"Lattice diffusivity: {d_lattice*1e4:.2e} cm^2/s")
print(f"Lattice/surface conductance ratio: {conductance_ratio:.1e}")
print(f"Grain-boundary energy (rough): {gamma_boundary:.2f} J/m^2")
print(f"Groove angle: {np.degrees(groove_angle):.1f} degrees")
print(f"Groove slope: {np.tan(groove_angle):.3f}")
print(f"Wave slope at amplitude {amplitude*1e9:.1f} nm: {wave_slope:.4f}")
print(f"Use temperature: {use_temperature:.0f} K")
print(f"Fastest e-fold time at use temperature: {use_time:.2e} s")
print(f"Use/anneal time ratio: {use_time*fastest_rate:.2e}")
print("all tests passed")
```

Running it gives:

```
Largest scaled error of modal rates: 5.0e-08
Speed, cylinder shifted 0.3 R, 41 points: 3.7e-11 B/R^3
Same with 21 points (too coarse): 1.5e-06 B/R^3
Speed of oval, m=2 amplitude 0.05 R: 0.899 B/R^3
Measured fastest q: 0.707; rate: 0.2500 B/R^4
Mixture: time 0.2 R^4/B, start amplitude 1e-04 R
  m=0, q=0.7071: factor 1.0513, linear theory 1.0513
  m=1, q=0.7071: factor 0.8608, linear theory 0.8607
  m=2, q=0.7071: factor 0.0429, linear theory 0.0429
  m=1, q=0.0000: factor 1.0001, linear theory 1.0000
Copper wire radius: 20.0 nm
Anneal temperature: 673 K
Surface energy (rough): 1.70 J/m^2
Lattice constant: 0.3615 nm
Atomic volume: 0.01181 nm^3
Surface atom density Omega^(-2/3): 19.28 nm^-2
Surface diffusion prefactor (rough): 1.0e-03 cm^2/s
Surface activation energy (rough): 0.85 eV
Thermal energy k_B T: 0.05799 eV
Surface diffusivity: 4.313e-10 cm^2/s
Coefficient B: 2.122e+04 nm^4/s
Unit rate B/R^4: 0.1326 1/s
Cutoff wavelength 2 pi R: 125.7 nm
Fastest wavelength: 177.7 nm
  m=0 there: rate +0.0332 1/s, e-fold 30.16 s
  m=1 there: rate -0.0995 1/s, e-fold 10.05 s
  m=2 there: rate -2.0891 1/s, e-fold 0.48 s
Time for tenfold growth: 69.4 s
Long wavelength: 2000 nm, q = 0.06283
  m=0 there: rate +5.216e-04 1/s, e-fold 1917 s
  m=1 there: rate -5.257e-04 1/s, e-fold 1902 s
Gibbs-Thomson exponent: 0.1080
Common rate factor from it: 1.1141
Stiffness anisotropy gamma''/gamma (rough): +/-0.15
Cutoff for -: 115.9 nm; +: 134.8 nm
Lattice diffusion prefactor (rough): 0.20 cm^2/s
Lattice activation energy (rough): 2.05 eV
Lattice diffusivity: 8.90e-17 cm^2/s
Lattice/surface conductance ratio: 9.1e-06
Grain-boundary energy (rough): 0.60 J/m^2
Groove angle: 10.2 degrees
Groove slope: 0.179
Wave slope at amplitude 0.2 nm: 0.0071
Use temperature: 378 K
Fastest e-fold time at use temperature: 1.57e+06 s
Use/anneal time ratio: 5.21e+04
all tests passed
```
